\section*{Washout of a circular tube by laminar flow without molecular diffusion}

\section{Result and conventions}

A circular tube of radius $R$ and length $L$ carries gas in steady, fully developed laminar flow with mean velocity $U$. It is filled uniformly with a dilute tracer, and from $t=0$ the gas entering it is clean. With the mean residence time $T=L/U$, and without molecular diffusion, the tracer concentration in the outflow at time $t$, relative to its initial value, is
\begin{equation}
W(t)=\begin{cases}1, & t\le T/2,\\[2pt] \dfrac{T^2}{4t^2}, & t\ge T/2.\end{cases}
\label{eq:result}
\end{equation}

Here $W$ is a flow average: the concentration at each radius is weighted by the local velocity, as happens when the outflow is mixed in a cup. It differs from the fraction of the tracer still inside the tube, which is
\begin{equation}
I(t)=\begin{cases}1-t/T, & t\le T/2,\\[2pt] \dfrac{T}{4t}, & t\ge T/2.\end{cases}
\label{eq:inventoryresult}
\end{equation}
The term ``washout fraction'' can be read either way, and the two readings give very different purge times. In what follows it means $W$.

The gas is Newtonian and of constant density and viscosity. The tracer does not react, does not stick to the wall, and is too dilute to disturb the flow. Velocities are in cm/s and lengths in cm.

\section{The velocity profile}

Let $r$ be the distance from the axis, $u(r)$ the axial velocity, $\mu$ the viscosity and $-dp/dz>0$ the pressure gradient that drives the flow. In developed flow no fluid element accelerates, so pressure and viscous forces balance:
\begin{equation}
\frac1r\frac{d}{dr}\left(r\frac{du}{dr}\right)=-G,\qquad G=\frac1\mu\left(-\frac{dp}{dz}\right).
\label{eq:force}
\end{equation}
Multiplication by $r$ and integration give $r\,du/dr=-Gr^2/2+C$. The constant $C$ vanishes, since otherwise $du/dr$ would diverge as $C/r$ on the axis. A second integration with no slip, $u(R)=0$, gives
\begin{equation}
u(r)=\frac G4\,(R^2-r^2).
\label{eq:ug}
\end{equation}
The mean velocity is the flow divided by the cross-section:
\begin{align}
U&=\frac{1}{\pi R^2}\int_0^R u\,2\pi r\,dr
=\frac{G}{2R^2}\int_0^R(R^2r-r^3)\,dr\nonumber\\
&=\frac{G}{2R^2}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)=\frac{GR^2}{8}.
\label{eq:mean}
\end{align}
Hence $G=8U/R^2$, and (\ref{eq:ug}) becomes
\begin{equation}
u(r)=2U\left(1-\frac{r^2}{R^2}\right).
\label{eq:parabola}
\end{equation}
The axis velocity is twice the mean, which is why the first clean gas arrives at $T/2$.

\section{Three averages of one outlet profile}

Without diffusion a fluid element stays at its radius. Define
\begin{equation}
q=1-\frac{r^2}{R^2},\qquad 0\le q\le1,
\label{eq:q}
\end{equation}
so that $q=1$ on the axis, $q=0$ at the wall, and $u=2Uq$. An element entering at $q$ needs the time
\begin{equation}
t_{\rm tr}(q)=\frac{L}{2Uq}=\frac{T}{2q}
\label{eq:transit}
\end{equation}
to cross the tube. At time $t$ the outlet still delivers old gas where $t_{\rm tr}>t$, that is, where $q<T/(2t)$. For $t<T/2$ this holds over the whole section. For $t\ge T/2$ clean gas fills a central disc, and old gas a ring next to the wall.

From (\ref{eq:q}), $|dq|=2r\,dr/R^2$, which is the area fraction of a thin ring. The fraction of the flow through that ring is
\begin{equation}
\frac{u}{U}\,dq=2q\,dq .
\label{eq:flowweight}
\end{equation}
The flow average for $t\ge T/2$ is therefore
\begin{equation}
W(t)=\int_0^{T/(2t)}2q\,dq=\left(\frac{T}{2t}\right)^2=\frac{T^2}{4t^2},
\label{eq:W}
\end{equation}
which is (\ref{eq:result}). The unweighted area average over the outlet is $\int_0^{T/(2t)}dq=T/(2t)$. For $t>T/2$ it is larger than $W$, because the old gas sits in the slow ring, whose share of the area exceeds its share of the flow.

For the inventory, consider the gas at a given $q$ along the whole tube. The clean front has advanced by $ut=2Uqt$, so a fraction $1-2qt/T$ of that streamline still holds tracer, until the front reaches the outlet. For $t\ge T/2$,
\begin{align}
I(t)&=\int_0^{T/(2t)}\left(1-\frac{2qt}{T}\right)dq
=\frac{T}{2t}-\frac tT\left(\frac{T}{2t}\right)^2\nonumber\\
&=\frac{T}{2t}-\frac{T}{4t}=\frac{T}{4t}.
\label{eq:I}
\end{align}
For $t\le T/2$ no front has reached the outlet, the upper limit is 1, and the integral is $1-t/T$. Both forms give $1/2$ at $t=T/2$.

The two quantities are tied by conservation of tracer. The tube volume is $\pi R^2L$ and the volume flow is $\pi R^2U$, so
\begin{equation}
\frac{dI}{dt}=-\frac{\pi R^2U}{\pi R^2L}\,W=-\frac WT .
\label{eq:balance}
\end{equation}
The derivative of $T/(4t)$ is $-T/(4t^2)$, which is indeed $-W/T$.

At $t=T$ one tube volume of clean gas has been supplied. The outflow still has $W=0.25$, and a quarter of the tracer remains inside. Apart from the start, where both are 1, $W=I$ holds only at this moment: for $0<t\le T/2$, $I<1=W$, and for $t\ge T/2$ (\ref{eq:W}) and (\ref{eq:I}) give $I/W=t/T$. Later the outflow looks cleaner than the tube is: at $5T$, $W=0.010$ but $I=0.050$.

\section{Transit times and purge times}

$W(t)$ is also the fraction of entering gas, counted by flow, whose transit time exceeds $t$. The density of transit times is thus
\begin{equation}
E(t)=-\frac{dW}{dt}=\frac{T^2}{2t^3},\qquad t>\frac T2,
\label{eq:E}
\end{equation}
and zero before. Its mean is
\begin{equation}
\int_{T/2}^{\infty}tE\,dt=\frac{T^2}{2}\int_{T/2}^{\infty}\frac{dt}{t^2}=\frac{T^2}{2}\cdot\frac2T=T,
\label{eq:meantime}
\end{equation}
as the name of $T$ requires. The second moment, cut off at $t_c$, is
\begin{equation}
\int_{T/2}^{t_c}t^2E\,dt=\frac{T^2}{2}\int_{T/2}^{t_c}\frac{dt}{t}=\frac{T^2}{2}\ln\frac{2t_c}{T}.
\label{eq:second}
\end{equation}
It is $1.84\,T^2$ for $t_c=20T$ and $2.19\,T^2$ for $40T$. Each doubling of the cutoff adds $(T^2/2)\ln2$, so the variance is infinite in this model and cannot serve as a width.

Setting (\ref{eq:W}) and (\ref{eq:I}) equal to a residue $\varepsilon<1/2$ gives the purge times
\begin{equation}
t_W=\frac{T}{2\sqrt\varepsilon},\qquad t_I=\frac{T}{4\varepsilon}.
\label{eq:purge}
\end{equation}
For $\varepsilon=0.01$ these are $5T$ and $25T$.

\subsection{Origin of the power law}

The exponent comes from the velocity near the wall. Let $x=1-r/R\ll1$. Then $u\simeq4Ux$, a thin ring has area fraction $2\,dx$, and old gas remains where $x<T/(4t)$. Its share of the flow is
\begin{equation}
\int_0^{T/(4t)}4x\cdot2\,dx=4\left(\frac{T}{4t}\right)^2=\frac{T^2}{4t^2}.
\label{eq:wall}
\end{equation}
One power of $1/t$ is the thickness of the layer, the other its velocity. Between parallel plates $u=\tfrac32U(1-y^2)$, with $y=\pm1$ at the plates. Near each plate, at $x=1-|y|$, $u\simeq3Ux$, and old gas remains where $x<T/(3t)$. By symmetry one half of the gap suffices, with area fraction $dx$, and the late outflow is
\begin{equation}
\int_0^{T/(3t)}3x\,dx=\frac32\left(\frac{T}{3t}\right)^2=\frac{T^2}{6t^2}.
\label{eq:plates}
\end{equation}
The exponent is the same, and the coefficient depends on the geometry.

\subsection{A dose of finite length}

Equation (\ref{eq:result}) supposes a tube filled uniformly. Suppose instead that an initially clean tube receives tracer at constant inlet concentration for a time $P$, ending at $t=0$. Gas leaving at $t$ then carries tracer if its transit time lies between $t$ and $t+P$. For $t\ge T/2$ the relative outlet concentration is
\begin{align}
W(t)-W(t+P)&=\frac{T^2}{4}\,\frac{(t+P)^2-t^2}{t^2(t+P)^2}\nonumber\\
&=\frac{T^2P\,(2t+P)}{4t^2(t+P)^2}.
\label{eq:pulse}
\end{align}
For $P\gg t$ this returns to $T^2/(4t^2)$. For $P\ll t$ it becomes $T^2P/(2t^3)=P\,E(t)$: a short dose has little time to load the slow layer and leaves a weaker tail.

\section{What diffusion does}

Let $D$ be the diffusivity of the tracer. At time $t$ the old gas at the outlet occupies a ring of thickness
\begin{equation}
\delta(t)=R\left[1-\sqrt{1-\frac{T}{2t}}\,\right],
\label{eq:delta}
\end{equation}
from $q=T/(2t)$ in (\ref{eq:q}). Neglect of radial diffusion requires
\begin{equation}
\sqrt{Dt}\ll\delta(t).
\label{eq:criterion}
\end{equation}
The left side grows with time while the right side shrinks, at late times as $RT/(4t)$. Any nonzero $D$ therefore ends the validity of the power law at some time. With the late form of $\delta$, the two lengths meet at
\begin{equation}
t_D\simeq\left(\frac{R^2T^2}{16D}\right)^{1/3}\qquad(t_D\gg T),
\label{eq:td}
\end{equation}
so at fixed $R$ and $T$ a hundredfold smaller $D$ delays the failure by a factor of less than five.

Diffusion does not lower $W$ at all times. If axial diffusion is negligible, the balance (\ref{eq:balance}) still holds, since tracer crosses the outlet by flow alone. Integrating it from $I(0)=1$ to $I(\infty)=0$ gives
\begin{equation}
\int_0^\infty W\,dt=T,
\label{eq:area}
\end{equation}
with or without radial diffusion. What diffusion removes from the late tail must reappear as an excess over $T^2/(4t^2)$ earlier.

\section{Example: a nitrogen line at atmospheric pressure}

Take a delivery tube for atmospheric-pressure atomic layer deposition, with rough typical values: $R=0.50$ cm, $L=20$ cm, $U=200$ cm/s, 400 K, 760 Torr, and $D=0.15$ cm$^2$/s for a precursor in nitrogen. Then
\begin{equation}
T=\frac{20}{200}\ \mathrm{s}=0.100\ \mathrm{s},\qquad \frac T2=0.050\ \mathrm{s}.
\end{equation}
Without diffusion, (\ref{eq:purge}) with $\varepsilon=0.01$ gives
\begin{equation}
t_W=\frac{0.100}{2\times0.1}\ \mathrm{s}=0.50\ \mathrm{s},\qquad
t_I=\frac{0.100}{4\times0.01}\ \mathrm{s}=2.5\ \mathrm{s}.
\end{equation}

The radial mixing time is $R^2/D=0.25/0.15=1.67$ s, about 17 times $T$. This suggests that diffusion is weak, but the slowest axisymmetric variation of concentration over the cross-section, the only kind excited here, decays as $\exp(-14.7\,Dt/R^2)$, that is, in about 0.11 s, close to $T$. Criterion (\ref{eq:criterion}) gives the same warning: solved numerically with the full $\delta$ of (\ref{eq:delta}), $\sqrt{Dt}=\delta$ already at $1.11\,T$.

The size of the effect follows from a random walk. $100\,000$ walkers enter with the flow weight (\ref{eq:flowweight}), move along the tube with the local velocity (\ref{eq:parabola}), and take random steps in the cross-section, reflected at the wall. The time step is $0.002\,T$, and axial diffusion is left out. $W$ is the fraction of walkers still inside, with a sampling error below 0.002.

\begin{center}
\begin{tabular}{ccc}
$t/T$ & $W$, with diffusion & $T^2/(4t^2)$\\
0.60 & 0.748 & 0.694\\
0.75 & 0.522 & 0.444\\
1.00 & 0.354 & 0.250\\
2.00 & 0.069 & 0.063\\
3.00 & 0.003 & 0.028\\
4.00 & 0.000 & 0.016
\end{tabular}
\end{center}

The excess required by (\ref{eq:area}) is plain. It is largest, 0.105, near $1.1\,T$, and the curve stays below the law after about $2.1\,T$. The law is thus not a safe upper estimate at early times. Even at $0.6\,T$, where $\sqrt{Dt}$ is about a third of $\delta$, it is some 7\% below the value with diffusion.

With diffusion the outflow reaches 1\% at 0.27 s instead of 0.50 s. The inventory, from the integral of $W/T$ over all later times, reaches 1\% at 0.23 s instead of 2.5 s. The order of the two has reversed. By (\ref{eq:balance}),
\begin{equation}
\frac{I(t)}{W(t)}=\frac1T\int_t^\infty\frac{W(t')}{W(t)}\,dt',
\end{equation}
which exceeds 1 for the slow power law at $t>T$, but is below 1 if the local decay time $W/|dW/dt|$ stays below $T$ from $t$ onward: then $W<-T\,dW/dt$ at all later times, and integration gives $I(t)<W(t)$. With diffusion this is the case here at both purge times.

\subsection{Other neglected effects}

\paragraph{Entrance length.} With viscosity $2.2\times10^{-5}$ Pa\,s, a rough value for nitrogen at 400 K, and the ideal-gas density, the Reynolds number for the diameter is 776, in the laminar range. The rough rule $0.06\,{\rm Re}\,(2R)$ for the length in which the profile develops gives 47 cm, more than twice the tube. A straight upstream section of that length, carrying carrier gas alone, must therefore prepare the profile, and the precursor must be admitted at its end without disturbing the flow. The conflict is general for gases. With kinematic viscosity $\nu$ and ${\rm Re}=2RU/\nu$, the rule gives
\begin{equation}
\frac{0.06\,{\rm Re}\,(2R)}{L}=0.24\,\frac{R^2}{\nu T}=0.24\,\frac D\nu\,\frac{R^2}{DT}.
\label{eq:entry}
\end{equation}
In gases $D$ and $\nu$ are of similar size, so a large $R^2/(DT)$, needed for weak diffusion, brings a long entrance.

\paragraph{Axial diffusion and pressure drop.} The axial spread $\sqrt{2DT}$ is 0.9\% of $L$. The pressure drop $8\mu UL/R^2$ is 2.8 Pa, negligible beside 760 Torr, so constant density is justified.

\paragraph{Valve time.} A rough switching time of 10 ms is a fifth of $T/2$ and blurs the first arrival of clean gas. If the inlet concentration falls linearly over a time $\tau\ll t$, the mean delay is $\tau/2$. As $W\propto t^{-2}$, the diffusion-free tail rises by the relative amount $2(\tau/2)/t=\tau/t$, or 2\% at 0.50 s. The curve with diffusion falls much more steeply near its 1\% point, and the same ramp raises it there by about a fifth of its value, which delays that point by about $\tau/2=5$ ms.

\paragraph{Wall adsorption.} Let $n$ be the precursor density in the gas and $\sigma$ the number of molecules per wall area in a full monolayer. The ratio of wall to gas content is
\begin{equation}
\frac{2\pi RL\,\sigma}{\pi R^2L\,n}=\frac{2\sigma}{Rn}.
\label{eq:wallratio}
\end{equation}
For a partial pressure of 0.1 Torr and $\sigma=5\times10^{14}$ cm$^{-2}$, both rough, it is 0.83. If 1\% of a monolayer desorbs during the purge, it releases 0.8\% of the initial gas content. Spread evenly over a purge of 0.27 s, this adds at most about 0.3\% to the relative outlet concentration on average, already a noticeable part of the 1\% target. For a precursor that sticks more strongly or desorbs late, desorption can set the purge time, and neither (\ref{eq:purge}) nor the random walk covers it.

\subsection{Comparison with real reactors}

Much atomic layer deposition is done near 1 Torr, far below the pressure of this example. With tube, velocity and temperature held fixed, $D$ varies as the inverse pressure, and $R^2/D$ falls from 1.67 s to 0.0022 s, about 2\% of $T$. Molecules then sample the whole cross-section many times during one transit, no slow ring of old gas survives, and (\ref{eq:result}) does not apply. The axial spread rises by $\sqrt{760}\approx28$, to about a quarter of $L$, and is no longer negligible. For the atmospheric-pressure numbers used here, the law gives the outflow up to $2T$ within a factor of about 1.6, but it overstates the time to a 1\% outlet concentration by a factor of about 1.9, and the time to a 1\% inventory by about 11. As a purge rule, (\ref{eq:purge}) needs a developed profile, a wall that does not store precursor, and condition (\ref{eq:criterion}) at the purge time itself. Where that condition fails, the error can have either sign, because the excess required by (\ref{eq:area}) comes before the cutoff of the tail. With a hundredfold smaller $D$, for which $\sqrt{Dt}\approx\delta$ at $5T$, the outflow at $5T$ is about 1.5 times the law and reaches 1\% only near $6T$, so $t_W$ is not a safe upper bound in general.

All numerical values are calculated from the stated model.
